# Two-Loop QED Running, the Lambert Function and the Landau Singularity: a program that tests the result

```python
"""Two-loop running of the QED coupling and its Landau singularity.

Equation: d alpha/dL = b alpha^2 (1 + c alpha), L = ln(mu/mu0),
b = 2N/(3 pi), c = 3/(4 pi), N = number of unit-charge Dirac fermions.
Result under test, with X = 1 + 1/(c alpha0):
  alpha(L) = -1/(c (1 + W_{-1}(z))), z = -X exp(-X + b L/c),
  end point L2 = 1/(b alpha0) - (c/b) ln X; one loop: L1 = 1/(b alpha0).
W_k is branch k of the Lambert function. The coefficients b, c are inputs.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp

mp.mp.dps = 40
c = 3 / (4 * mp.pi)
cf = float(c)


def b_coefficient(n):
    return 2 * n / (3 * mp.pi)


def lambert_coupling(L, start, n=1, branch=-1):
    X = 1 + 1 / (c * start)
    z = -X * mp.exp(-X + b_coefficient(n) * L / c)
    return -1 / (c * (1 + mp.lambertw(z, branch)))


def end_points(start, n=1):
    b = b_coefficient(n)
    one = 1 / (b * start)
    return one, one - c / b * mp.log(1 + 1 / (c * start))


def log_scale_by_quadrature(start, n=1, stop=None, two=1.0, three=0.0):
    """Integral of d alpha/beta, using t = ln alpha as variable.

    The factor in beta is 1 + two*c*alpha + three*(c*alpha)^2.
    """
    b = float(b_coefficient(n))
    lower = np.log(float(start))
    upper = lower + 40 if stop is None else np.log(stop)

    def integrand(t):
        y = cf * np.exp(t)
        return np.exp(-t) / (b * (1 + two * y + three * y * y))

    return quad(integrand, lower, upper, epsabs=1e-10,
                epsrel=1e-11, limit=300)[0]


alpha0 = mp.mpf(constants.fine_structure)
b = b_coefficient(1)
bf = float(b)
X = 1 + 1 / (c * alpha0)
L1, L2 = end_points(alpha0)
shift = L2 - L1

# Direct integration of the differential equation against the W formula.
sample_L = np.array([10.0, 100.0, 300.0, 600.0, 630.0, 638.0])
ode = solve_ivp(lambda L, a: bf * a**2 * (1 + cf * a), (0, 638.0),
                [float(alpha0)], method="DOP853", t_eval=sample_L,
                rtol=1e-11, atol=1e-14)
assert ode.success
two_loop = []
for L, numerical in zip(sample_L, ode.y[0]):
    value = mp.mpc(lambert_coupling(L, alpha0))
    assert abs(value.imag) < 1e-25
    two_loop.append(float(value.real))
    assert abs(two_loop[-1] / numerical - 1) < 1e-6
ode_error = np.max(np.abs(np.array(two_loop) / ode.y[0] - 1))

# End points from quadrature, for several starting couplings and N.
cases = [(float(alpha0), 1), (0.01, 1), (0.1, 1), (0.1, 3), (0.5, 2)]
for start, n in cases:
    first, second = end_points(start, n)
    assert abs(log_scale_by_quadrature(start, n) - second) < 1e-7
    assert abs(log_scale_by_quadrature(start, n, two=0.0) - first) < 1e-7
    ratio = np.exp(log_scale_by_quadrature(start, n)
                   - log_scale_by_quadrature(start, n, two=0.0))
    power_law = float((1 + 1 / (c * start)) ** (-mp.mpf(9) / (8 * n)))
    assert abs(ratio / power_law - 1) < 1e-6

# The initial value selects branch -1. Branch 0 solves the same equation,
# but its coupling lies below -1/c.
assert abs(lambert_coupling(0, alpha0) / alpha0 - 1) < 1e-25
test_L = mp.mpf(638)
other = mp.re(lambert_coupling(test_L, alpha0, branch=0))
slope = mp.diff(lambda L: mp.re(lambert_coupling(L, alpha0, branch=0)), test_L)
assert abs(slope / (b * other**2 * (1 + c * other)) - 1) < 1e-10
other_start = mp.re(lambert_coupling(0, alpha0, branch=0))
assert other < -1 / c and other_start < 0

# No real continuation past the end point; massless infrared limit is zero.
beyond = mp.mpc(lambert_coupling(L2 + mp.mpf("0.1"), alpha0))
assert abs(beyond.imag) > 0.1
infrared = [mp.re(lambert_coupling(-L, alpha0)) for L in (1e3, 1e4, 1e5)]
assert infrared[0] > infrared[1] > infrared[2] > 0 and infrared[2] < 1e-4

# Inverse-square-root growth at the end point.
gap = mp.mpf("1e-8")
near = mp.re(lambert_coupling(L2 - gap, alpha0))
nearer = mp.re(lambert_coupling(L2 - gap / 100, alpha0))
exponent = mp.log(nearer / near) / mp.log(mp.mpf(1) / 100)
amplitude_ratio = near * mp.sqrt(2 * b * c * gap)
assert abs(exponent + 0.5) < 1e-4
assert abs(amplitude_ratio - 1) < 1e-3

# Part of the shift already accumulated when the coupling reaches a value.
accumulated = []
for reached in (0.1, 1.0):
    formula = float(c / b * mp.log(X / (1 + 1 / (c * reached))))
    direct = (log_scale_by_quadrature(alpha0, stop=reached, two=0.0)
              - log_scale_by_quadrature(alpha0, stop=reached))
    assert abs(formula - direct) < 1e-7
    accumulated.append((reached, direct, direct / float(-shift)))

# Illustrative extra term +(c alpha)^2: a further, nearly constant shift.
limit_shift = float(-c / b * mp.pi / (3 * mp.sqrt(3)))
extra_shifts = []
for start in (float(alpha0), 0.001):
    extra = (log_scale_by_quadrature(start, three=1.0)
             - log_scale_by_quadrature(start))
    # The omitted integration range has length c*start and integrand below 1.
    assert abs(extra - limit_shift) < float(c / b) * cf * start + 1e-6
    extra_shifts.append((start, extra))

# Illustrative extra term -(c alpha)^2: the coupling stops growing.
flow = solve_ivp(lambda t, y: y**2 * (1 + y - y**2), (0, 40), [0.5],
                 method="DOP853", rtol=1e-10, atol=1e-12)
fixed_y = flow.y[0, -1]
assert flow.success and abs(fixed_y - (1 + np.sqrt(5)) / 2) < 1e-7

mass_GeV = constants.value("electron mass energy equivalent in MeV") / 1000
log_mass = np.log10(mass_GeV)
ln10 = float(mp.log(10))
print(f"alpha0 = {float(alpha0):.9f}, 1/alpha0 = {float(1/alpha0):.6f} (no unit)")
print(f"electron rest energy = {mass_GeV:.8e} GeV")
print(f"b = {bf:.7f}, c = {cf:.7f}, b/c = {float(b/c):.7f} (no unit)")
print(f"1/(c alpha0) = {float(X-1):.4f}, X = {float(X):.4f} (no unit)")
print(f"ln X = {float(mp.log(X)):.5f} (no unit)")
z0 = -X * mp.exp(-X)
print(f"log10(-z) at L=0 = {float(mp.log10(-z0)):.3f} (no unit)")
print(f"one-loop end point L1 = {float(L1):.4f} (no unit)")
print(f"two-loop end point L2 = {float(L2):.4f} (no unit)")
print(f"shift L2-L1 = {float(shift):.5f} (no unit)")
print(f"fractional shift (L2-L1)/L1 = {100*float(shift/L1):.3f} percent")
print(f"mu2/mu1 = {float(mp.exp(shift)):.5e} (no unit)")
print(f"mu1/mu2 = {float(mp.exp(-shift)):.1f} (no unit)")
for name, L in (("one-loop", L1), ("two-loop", L2)):
    power = float(L) / ln10
    print(f"{name}: log10(mu/electron mass) = {power:.3f}, "
          f"log10(mu c^2/GeV) = {power+log_mass:.3f}")
print("L, one-loop alpha, two-loop alpha (no units):")
for L, value in zip(sample_L, two_loop):
    one_loop = float(alpha0 / (1 - b * alpha0 * L))
    print(f"  {L:.0f}  {one_loop:.8f}  {value:.8f}")
print(f"largest relative difference, W formula and ODE = {ode_error:.1e}")
print(f"-1/c = {float(-1/c):.5f} (no unit)")
print(f"branch 0 alpha at L=0: {float(other_start):.5f} (no unit)")
print(f"branch 0 alpha at L=638: {float(other):.5f} (no unit)")
print(f"branch -1 alpha at L2+0.1: {float(beyond.real):.4f} "
      f"{float(beyond.imag):+.4f} i (no unit)")
print(f"growth exponent near L2 = {float(exponent):.6f} (no unit)")
print(f"alpha*sqrt(2bc(L2-L)) at L2-L=1e-8: {float(amplitude_ratio):.6f}")
print("alpha reached, lag in L, share of full shift in percent:")
for reached, lag, share in accumulated:
    print(f"  {reached:.1f}  {lag:.4f}  {100*share:.1f}")
print("alpha0, N, L1, L2, L2-L1, shift/L1 in percent, mu2/mu1:")
for start, n in cases:
    first, second = map(float, end_points(start, n))
    move = second - first
    print(f"  {start:.6f} {n} {first:.4f} {second:.4f} {move:.4f} "
          f"{100*move/first:.2f} {np.exp(move):.4e}")
print("illustrative s=+1: alpha0, further shift in L:")
for start, extra in extra_shifts:
    print(f"  {start:.6f}  {extra:.5f}")
print(f"its limit for small alpha0 = {limit_shift:.5f} (no unit)")
print(f"illustrative s=-1: fixed c*alpha = {fixed_y:.6f}, "
      f"alpha = {fixed_y/cf:.4f} (no unit)")
print("no test failed")
```

Output:

```
alpha0 = 0.007297353, 1/alpha0 = 137.035999 (no unit)
electron rest energy = 5.10998951e-04 GeV
b = 0.2122066, c = 0.2387324, b/c = 0.8888889 (no unit)
1/(c alpha0) = 574.0151, X = 575.0151 (no unit)
ln X = 6.35440 (no unit)
log10(-z) at L=0 = -246.966 (no unit)
one-loop end point L1 = 645.7669 (no unit)
two-loop end point L2 = 638.6182 (no unit)
shift L2-L1 = -7.14870 (no unit)
fractional shift (L2-L1)/L1 = -1.107 percent
mu2/mu1 = 7.85888e-04 (no unit)
mu1/mu2 = 1272.4 (no unit)
one-loop: log10(mu/electron mass) = 280.453, log10(mu c^2/GeV) = 277.161
two-loop: log10(mu/electron mass) = 277.348, log10(mu c^2/GeV) = 274.057
L, one-loop alpha, two-loop alpha (no units):
  10  0.00741213  0.00741234
  100  0.00863443  0.00863743
  300  0.01362880  0.01365658
  600  0.10296493  0.11025847
  630  0.29887798  0.41619927
  638  0.60672460  2.90361631
largest relative difference, W formula and ODE = 1.1e-09
-1/c = -4.18879 (no unit)
branch 0 alpha at L=0: -4.18879 (no unit)
branch 0 alpha at L=638: -5.82857 (no unit)
branch -1 alpha at L2+0.1: -1.3852 -9.7878 i (no unit)
growth exponent near L2 = -0.500009 (no unit)
alpha*sqrt(2bc(L2-L)) at L2-L=1e-8: 0.999956
alpha reached, lag in L, share of full shift in percent:
  0.1  2.9203  40.9
  1.0  5.2964  74.1
alpha0, N, L1, L2, L2-L1, shift/L1 in percent, mu2/mu1:
  0.007297 1 645.7669 638.6182 -7.1487 -1.11 7.8589e-04
  0.010000 1 471.2389 464.4439 -6.7950 -1.44 1.1194e-03
  0.100000 1 47.1239 42.8955 -4.2284 -8.97 1.4575e-02
  0.100000 3 15.7080 14.2985 -1.4095 -8.97 2.4427e-01
  0.500000 2 4.7124 3.4533 -1.2591 -26.72 2.8392e-01
illustrative s=+1: alpha0, further shift in L:
  0.007297  -0.67822
  0.001000  -0.67991
its limit for small alpha0 = -0.68017 (no unit)
illustrative s=-1: fixed c*alpha = 1.618034, alpha = 6.7776 (no unit)
no test failed
```
